**Testing the g-tensor of a Kramers doublet and the sign of its determinant**

For a doublet with Zeeman operator $\mu_B\mathbf B\cdot\mathbf M$, $\mathbf M=\mathbf L+g_e\mathbf S$ and $M_k=\tfrac12\sum_l g_{kl}\sigma_l$, the program tests $gg^T=2\,\mathrm{Tr}(M_kM_l)$ and $\det g=4\,\mathrm{Im}\,\mathrm{Tr}(M_xM_yM_z)$. It uses two model d⁵ doublets and three random time-reversal-symmetric Hamiltonians. It asserts that the predicted splittings agree with diagonalization in a small field, and that the predicted precession agrees with time evolution in the full orbital space. It also asserts the formulas for circular and linear absorption, and compares the circular weights with a doublet driven by a rotating field. Random basis changes must act on $g$ as proper rotations, and each of the four allowed sign patterns is realized by an explicit unitary matrix. A calculation with 252 five-electron determinants must reproduce the one-electron description of the model ion. The output shows $\det g$ changing from $-7.51$ to $+8.01$ as the $xy$ orbital is raised, with a zero at a shift of 0.231 eV where the two circular weights for a field along $x$ are equal.

## Verification by program

```python
"""Kramers doublet: G = g g^T, sign freedom of g, and the measurable sign of det g.

Zeeman operator: mu_B B.M with M = L + g_e S, g_e > 0.
In a doublet M_k = (1/2) sum_l g_kl sigma_l. Results under test:
  G_kl = 2 Tr(M_k M_l),  det g = 4 Im Tr(M_x M_y M_z),
  a basis change gives g -> g R with R a proper rotation,
  dm/dt = (mu_B/hbar) det(g) B x (G^-1 m) for m = <M>,
  W(+) - W(-) = det(g)/sqrt(n.G.n) for fields rotating about n = B/|B|.
Example: independent-electron low-spin d5 model, energies in eV.
Tests use hbar = 1 and the field energy b = mu_B B.
"""
from itertools import combinations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(12)
g_e = abs(physical_constants["electron g factor"][0])
bohr_hz = physical_constants["Bohr magneton in Hz/T"][0]
bohr_ev = physical_constants["Bohr magneton in eV/T"][0]
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

# Orbital angular momentum for l = 2, first in the m basis 2,1,0,-1,-2
m_values = np.arange(2, -3, -1)
raising = np.diag(np.sqrt(6.0 - m_values[1:] * (m_values[1:] + 1)), 1)
L_m = np.array([(raising + raising.T) / 2, (raising - raising.T) / 2j,
                np.diag(m_values)])
# Columns: real orbitals yz, zx, xy, z2, x2-y2
r = np.sqrt(0.5)
to_real = np.array([[0, 0, -1j * r, 0, r],
                    [1j * r, -r, 0, 0, 0],
                    [0, 0, 0, 1, 0],
                    [1j * r, r, 0, 0, 0],
                    [0, 0, 1j * r, 0, r]])
L_real = np.array([to_real.conj().T @ a @ to_real for a in L_m])
assert np.allclose(L_real.real, 0)
assert np.allclose(L_real[0] @ L_real[1] - L_real[1] @ L_real[0], 1j * L_real[2])
L_op = np.array([np.kron(a, np.eye(2)) for a in L_real])
S_op = np.array([np.kron(np.eye(5), s / 2) for s in sigma])
M_op = L_op + g_e * S_op
spin_orbit = sum(L_op[k] @ S_op[k] for k in range(3))


def crystal_hamiltonian(xy_shift, rhombic, cubic, zeta):
    levels = np.diag([-rhombic, rhombic, xy_shift, cubic, cubic])
    return np.kron(levels, np.eye(2)) + zeta * spin_orbit


def project(hamiltonian, operators, pair):
    """Matrices of the operators in one Kramers pair, and the pair itself."""
    energies, vectors = np.linalg.eigh(hamiltonian)
    states = vectors[:, 2 * pair:2 * pair + 2]
    assert abs(energies[2 * pair + 1] - energies[2 * pair]) < 1e-9
    return np.array([states.conj().T @ a @ states for a in operators]), states


def G_from_traces(M):
    return 2 * np.einsum("kab,lba->kl", M, M).real


def det_from_traces(M):
    return 4 * np.trace(M[0] @ M[1] @ M[2]).imag


def g_matrix(M):
    return np.einsum("kab,lba->kl", M, sigma).real


def along(n, M):
    return np.einsum("k,kab->ab", n, M)


def transverse_axes(n):
    e1 = np.cross(n, np.eye(3)[np.argmin(abs(n))])
    e1 = e1 / np.linalg.norm(e1)
    return e1, np.cross(n, e1)


def transition_vector(M, n):
    """Vector <up|M|low>, and the two states, for a static field along n."""
    _, v = np.linalg.eigh(along(n, M))
    return np.array([v[:, 1].conj() @ a @ v[:, 0] for a in M]), v


def circular_weights(M, n):
    amplitude, _ = transition_vector(M, n)
    e1, e2 = transverse_axes(n)
    return [abs(amplitude @ (e1 + 1j * eta * e2))**2 for eta in (1, -1)]


# Model parameters in eV
cubic, zeta, rhombic = 4.0, 0.2, 0.02
cases = {"cubic": (0.0, 0.0), "weak": (0.05, rhombic), "strong": (0.8, rhombic)}

# Test set: model doublets and random time-reversal-symmetric Hamiltonians
test_set = [(crystal_hamiltonian(*cases[c], cubic, zeta), 2)
            for c in ("weak", "strong")]
reversal = np.kron(np.eye(5), -1j * sigma[1])
for _ in range(3):
    a = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    a = (a + a.conj().T) / 2
    test_set.append(((a + reversal @ a.conj() @ reversal.conj().T) / 2, 0))

b = 1e-6
split_error = path_error = drive_error = 0.0
for H0, pair in test_set:
    M, states = project(H0, M_op, pair)
    G, det_g, g = G_from_traces(M), det_from_traces(M), g_matrix(M)
    assert np.allclose(np.trace(M, axis1=1, axis2=2), 0, atol=1e-10)
    assert np.allclose(g @ g.T, G, atol=1e-10)
    assert abs(np.linalg.det(g) - det_g) < 1e-10

    # Random change of doublet basis
    q, _ = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
    M_new = np.array([q.conj().T @ a @ q for a in M])
    R = np.linalg.solve(g, g_matrix(M_new))
    assert np.allclose(R @ R.T, np.eye(3), atol=1e-8)
    assert abs(np.linalg.det(R) - 1) < 1e-8
    assert not np.allclose(g, g_matrix(M_new), atol=1e-3)

    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    g_n = np.sqrt(n @ G @ n)

    # Splitting from diagonalization in the full orbital space
    energies, vectors = np.linalg.eigh(H0 + b * along(n, M_op))
    splitting = (energies[2 * pair + 1] - energies[2 * pair]) / b
    split_error = max(split_error, abs(splitting - g_n))

    # Precession in the full space against the convention-free equation
    cross_n = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
    generator = det_g * cross_n @ np.linalg.inv(G)
    time = 0.3 * 2 * np.pi / (b * g_n)
    amplitude, v = transition_vector(M, n)
    wrong_distance = 0.0
    for phase in (1, 1j):
        psi = states @ (v[:, 0] + phase * v[:, 1]) / np.sqrt(2)
        m_start = np.array([(psi.conj() @ a @ psi).real for a in M_op])
        later = vectors @ (np.exp(-1j * energies * time) * (vectors.conj().T @ psi))
        m_later = np.array([(later.conj() @ a @ later).real for a in M_op])
        right = expm(generator * b * time) @ m_start
        wrong = expm(-generator * b * time) @ m_start
        path_error = max(path_error, np.linalg.norm(m_later - right))
        wrong_distance = max(wrong_distance, np.linalg.norm(m_later - wrong))
    assert wrong_distance > 0.02

    # Matrix elements for circular and linear polarization
    e1, e2 = transverse_axes(n)
    weights = circular_weights(M, n)
    mean = (np.trace(G) - n @ G @ G @ n / g_n**2) / 4
    assert np.allclose(weights, [mean + det_g / (2 * g_n),
                                 mean - det_g / (2 * g_n)], atol=1e-9)
    linear = (e1 @ G @ e1 - (e1 @ G @ n)**2 / g_n**2) / 4
    assert abs(abs(amplitude @ e1)**2 - linear) < 1e-9

    # Resonantly driven doublet: static field energy 1, weak rotating field
    periods, steps = 200, 100
    period = 2 * np.pi / g_n
    duration = periods * period
    b1 = 0.06 / (duration * np.sqrt(sum(weights)))
    for eta, weight in zip((1, -1), weights):
        U = np.eye(2)
        for j in range(steps):
            angle = 2 * np.pi * (j + 0.5) / steps
            field = n + b1 * (e1 * np.cos(angle) + eta * e2 * np.sin(angle))
            U = expm(-1j * along(field, M) * period / steps) @ U
        U = np.linalg.matrix_power(U, periods)
        probability = abs(v[:, 1].conj() @ U @ v[:, 0])**2
        scaled = probability / (b1 * duration / 2)**2
        drive_error = max(drive_error, abs(scaled - weight) / sum(weights))

assert split_error < 1e-6
assert path_error < 1e-3      # mixing with other levels is of order b/gap
assert drive_error < 0.01     # finite drive strength and time step


# Five-electron calculation in all 252 determinants
def many_electron(operators, electrons=5):
    determinants = list(combinations(range(10), electrons))
    position = {d: i for i, d in enumerate(determinants)}
    result = np.zeros((len(operators), len(determinants), len(determinants)), complex)
    for column, occupied in enumerate(determinants):
        for place, old in enumerate(occupied):
            rest = occupied[:place] + occupied[place + 1:]
            for new in range(10):
                if new not in rest:
                    sign = (-1)**(place + sum(x < new for x in rest))
                    row = position[tuple(sorted(rest + (new,)))]
                    result[:, row, column] += sign * operators[:, new, old]
    return result


for H0, pair in test_set[:2]:
    big = many_electron(np.concatenate([H0[None], M_op]))
    M_big, _ = project(big[0], big[1:], 0)
    M_one, _ = project(H0, M_op, pair)
    assert np.allclose(G_from_traces(M_big), G_from_traces(M_one), atol=1e-8)
    assert abs(det_from_traces(M_big) - det_from_traces(M_one)) < 1e-8

# Cubic value and the pure-t2g crossing
M, _ = project(crystal_hamiltonian(0, 0, cubic, zeta), M_op, 2)
g_cubic = (4 + g_e) / 3
assert np.allclose(G_from_traces(M), g_cubic**2 * np.eye(3), atol=1e-9)
assert abs(det_from_traces(M) + g_cubic**3) < 1e-9
M, _ = project(crystal_hamiltonian(zeta, 0, 1e5, zeta), L_op + 2 * S_op, 2)
g_z_t2g = np.sqrt(G_from_traces(M)[2, 2])
assert g_z_t2g < 1e-4

print(f"g_e = {g_e:.6f}; mu_B * 1 T = {bohr_ev:.4e} eV")
print(f"cubic splitting = {cubic:.2f} eV; spin-orbit zeta = {zeta:.2f} eV")
print(f"free spin: det g = {g_e**3:.4f}")
print(f"cubic formula (4+g_e)/3 = {g_cubic:.4f}")
x_axis, y_axis, z_axis = np.eye(3)
determinants_found = {}
for name, (shift, rh) in cases.items():
    H0 = crystal_hamiltonian(shift, rh, cubic, zeta)
    M, _ = project(H0, M_op, 2)
    G, det_g = G_from_traces(M), det_from_traces(M)
    determinants_found[name] = det_g
    assert np.allclose(G, np.diag(np.diag(G)), atol=1e-9)
    size = np.sqrt(np.diag(G))
    # Basis with M_z diagonal and <1|M_x|2> real and positive
    _, v = np.linalg.eigh(M[2])
    v = v[:, ::-1].copy()
    x12 = v[:, 0].conj() @ M[0] @ v[:, 1]
    v[:, 1] *= x12.conj() / abs(x12)
    F = np.array([v.conj().T @ a @ v for a in M])
    assert abs(F[1, 0, 1].real) < 1e-9 and abs(F[0, 0, 0]) < 1e-9
    # Realize each sign pattern reachable by a unitary basis change
    allowed = []
    for signs in product((1, -1), repeat=3):
        target = np.diag(np.array(signs) * size)
        R = np.linalg.solve(g_matrix(M), target)
        if np.linalg.det(R) > 0:
            turn = Rotation.from_matrix(R).as_rotvec()
            U = expm(-0.5j * along(turn, sigma))
            changed = np.array([U.conj().T @ a @ U for a in M])
            assert np.allclose(g_matrix(changed), target, atol=1e-7)
            allowed.append("".join("+" if s > 0 else "-" for s in signs))
    assert len(allowed) == 4
    levels = np.linalg.eigvalsh(H0)
    gap = min(levels[4] - levels[2], levels[6] - levels[4])
    wz, wx = circular_weights(M, z_axis), circular_weights(M, x_axis)
    print(f"[{name}] xy shift = {shift:.2f} eV, rhombic = {rh:.2f} eV")
    print(f"  lowest excitation = {gap:.4f} eV")
    print(f"  <1|Mz|1> = {F[2, 0, 0].real:.4f}, <1|Mx|2> = {F[0, 0, 1].real:.4f}")
    print(f"  <1|My|2> = {F[1, 0, 1].imag:+.4f} i")
    print("  G_xx, G_yy, G_zz = " + ", ".join(f"{x:.4f}" for x in np.diag(G)))
    print("  |g_x|, |g_y|, |g_z| = " + ", ".join(f"{x:.4f}" for x in size))
    print(f"  det g = {det_g:+.4f}; allowed signs: " + " ".join(allowed))
    print("  frequency at 1 T, B along x, y, z = "
          + ", ".join(f"{x * bohr_hz / 1e9:.3f}" for x in size) + " GHz")
    print(f"  B along z: W(+) = {wz[0]:.4f}, W(-) = {wz[1]:.4f}")
    print(f"  B along x: W(+) = {wx[0]:.4f}, W(-) = {wx[1]:.4f}")
assert determinants_found["weak"] < 0 < determinants_found["strong"]


def determinant_at(shift):
    H = crystal_hamiltonian(shift, rhombic, cubic, zeta)
    return det_from_traces(project(H, M_op, 2)[0])


crossing = brentq(determinant_at, cases["weak"][0], cases["strong"][0], xtol=1e-13)
M, _ = project(crystal_hamiltonian(crossing, rhombic, cubic, zeta), M_op, 2)
size = np.sqrt(np.diag(G_from_traces(M)))
wx = circular_weights(M, x_axis)
assert size[2] < 1e-6 and min(size[:2]) > 0.1 and abs(wx[0] - wx[1]) < 1e-6
print(f"det g = 0 at xy shift = {crossing:.4f} eV (rhombic {rhombic:.2f} eV)")
print(f"  there |g_x| = {size[0]:.4f}, |g_y| = {size[1]:.4f}, |g_z| = {size[2]:.4f}")
print(f"  B along x: W(+) = {wx[0]:.4f}, W(-) = {wx[1]:.4f}")
print(f"pure t2g limit, xy shift = zeta: |g_z| = {g_z_t2g:.1e}")
print(f"largest splitting error (effective g) = {split_error:.1e}")
print(f"largest precession error in <M> = {path_error:.1e}")
print(f"largest driven-weight error (relative) = {drive_error:.1e}")
print("no test failed")
```

Printed output:

```
g_e = 2.002319; mu_B * 1 T = 5.7884e-05 eV
cubic splitting = 4.00 eV; spin-orbit zeta = 0.20 eV
free spin: det g = 8.0279
cubic formula (4+g_e)/3 = 2.0008
[cubic] xy shift = 0.00 eV, rhombic = 0.00 eV
  lowest excitation = 0.3146 eV
  <1|Mz|1> = 1.0004, <1|Mx|2> = 1.0004
  <1|My|2> = +1.0004 i
  G_xx, G_yy, G_zz = 4.0031, 4.0031, 4.0031
  |g_x|, |g_y|, |g_z| = 2.0008, 2.0008, 2.0008
  det g = -8.0093; allowed signs: ++- +-+ -++ ---
  frequency at 1 T, B along x, y, z = 28.003, 28.003, 28.003 GHz
  B along z: W(+) = 0.0000, W(-) = 4.0031
  B along x: W(+) = 0.0000, W(-) = 4.0031
[weak] xy shift = 0.05 eV, rhombic = 0.02 eV
  lowest excitation = 0.2980 eV
  <1|Mz|1> = 0.7906, <1|Mx|2> = 1.2014
  <1|My|2> = +0.9878 i
  G_xx, G_yy, G_zz = 5.7737, 3.9028, 2.5001
  |g_x|, |g_y|, |g_z| = 2.4029, 1.9755, 1.5812
  det g = -7.5058; allowed signs: ++- +-+ -++ ---
  frequency at 1 T, B along x, y, z = 33.631, 27.650, 22.131 GHz
  B along z: W(+) = 0.0456, W(-) = 4.7926
  B along x: W(+) = 0.0389, W(-) = 3.1626
[strong] xy shift = 0.80 eV, rhombic = 0.02 eV
  lowest excitation = 0.7520 eV
  <1|Mz|1> = 0.6724, <1|Mx|2> = 1.2278
  <1|My|2> = -1.2120 i
  G_xx, G_yy, G_zz = 6.0301, 5.8759, 1.8087
  |g_x|, |g_y|, |g_z| = 2.4556, 2.4240, 1.3449
  det g = +8.0053; allowed signs: +++ +-- -+- --+
  frequency at 1 T, B along x, y, z = 34.369, 33.927, 18.823 GHz
  B along z: W(+) = 5.9527, W(-) = 0.0002
  B along x: W(+) = 3.5511, W(-) = 0.2911
det g = 0 at xy shift = 0.2311 eV (rhombic 0.02 eV)
  there |g_x| = 2.7637, |g_y| = 2.5371, |g_z| = 0.0000
  B along x: W(+) = 1.6092, W(-) = 1.6092
pure t2g limit, xy shift = zeta: |g_z| = 8.9e-06
largest splitting error (effective g) = 2.6e-09
largest precession error in <M> = 1.5e-05
largest driven-weight error (relative) = 6.3e-04
no test failed
```
